# Cubic and Hexagonal Bilayers in 4H and 6H Silicon Carbide: a program that tests the result

```python
# Result under test: the periodic bilayer stacks ABCB (4H SiC) and ABCACB
# (6H SiC) have hexagonality 1/2 and 1/3.
# Letters A, B, C: lateral site of the Si atoms of a bilayer.
# h (hexagonal): bilayers below and above have equal letters; c (cubic): not.
# Hexagonality: number of h bilayers divided by all bilayers in one period.
# The letter rule is compared with bonds found in atomic coordinates.
# Lengths are in units of the Si-C bond length b (ideal tetrahedra).
from fractions import Fraction
from itertools import product
import numpy as np

LATTICE_A = np.sqrt(8 / 3)      # in-plane lattice constant / b
SPACING = 4 / 3                 # distance between successive Si planes / b
A1 = LATTICE_A * np.array([1.0, 0.0])
A2 = LATTICE_A * np.array([0.5, np.sqrt(3) / 2])
SITE = {letter: k * (A1 + A2) / 3 for k, letter in enumerate("ABC")}


def classes(stack):
    n = len(stack)
    return "".join("h" if stack[i - 1] == stack[(i + 1) % n] else "c"
                   for i in range(n))


def hexagonality(stack):
    return Fraction(classes(stack).count("h"), len(stack))


def steps(stack):
    n = len(stack)
    return "".join(
        "+" if (ord(stack[(i + 1) % n]) - ord(stack[i])) % 3 == 1 else "-"
        for i in range(n))


def sign_changes(signs):
    return sum(signs[i - 1] != signs[i] for i in range(len(signs)))


def plane(stack, layer, height):
    xy = SITE[stack[layer % len(stack)]]
    return [np.append(xy + p * A1 + q * A2, height)
            for p in range(-3, 4) for q in range(-3, 4)]


def vertical_bond(stack, i):
    """Twist (degrees) and closest Si-C distance across the vertical bond."""
    layers = range(i - 2, i + 3)
    si = np.array([r for m in layers for r in plane(stack, m, m * SPACING)])
    carbon = np.array([r for m in layers
                       for r in plane(stack, m, m * SPACING + 1)])
    si0 = np.append(SITE[stack[i]], i * SPACING)
    c0 = si0 + np.array([0, 0, 1.0])
    near_si = carbon[np.abs(np.linalg.norm(carbon - si0, axis=1) - 1) < 1e-6]
    near_c = si[np.abs(np.linalg.norm(si - c0, axis=1) - 1) < 1e-6]
    assert len(near_si) == 4 and len(near_c) == 4
    lower = near_si[near_si[:, 2] < si0[2]]
    upper = near_c[near_c[:, 2] > c0[2]]
    assert len(lower) == 3 and len(upper) == 3
    u = lower[:, :2] - si0[:2]
    v = upper[:, :2] - c0[:2]
    cosines = (u @ v.T) / np.outer(np.linalg.norm(u, axis=1),
                                   np.linalg.norm(v, axis=1))
    twist = np.degrees(np.arccos(np.clip(cosines.max(), -1, 1)))
    gap = np.linalg.norm(lower[:, None] - upper[None], axis=2).min()
    return twist, gap


def opposite_pairs(stack, i, stretch=1.0):
    """Opposite pairs among the 12 neighbours in a stack of single atoms."""
    d = SPACING * stretch
    atoms = np.array([r for m in range(i - 2, i + 3)
                      for r in plane(stack, m, m * d)])
    rel = atoms - np.append(SITE[stack[i]], i * d)
    dist = np.linalg.norm(rel, axis=1)
    near = rel[(dist > 1e-6) & (dist < 1.2 * LATTICE_A)]
    assert len(near) == 12
    sums = np.linalg.norm(near[:, None] + near[None], axis=2)
    return int((sums < 1e-6).sum()) // 2


def closed_stacks(n):
    for word in product("ABC", repeat=n):
        if word[0] == "A" and all(word[i - 1] != word[i] for i in range(n)):
            yield "".join(word)


def true_period(stack):
    n = len(stack)
    return next(p for p in range(1, n + 1)
                if stack[p % n:] + stack[:p % n] == stack)


# Letter rule and sign rule against atomic geometry, all short closed stacks
stack_count = bilayer_count = 0
values_by_period = {4: set(), 6: set()}
for n in range(2, 7):
    for stack in closed_stacks(n):
        stack_count += 1
        found = ""
        for i in range(n):
            bilayer_count += 1
            twist, gap = vertical_bond(stack, i)
            eclipsed = twist < 1
            assert abs(twist - (0 if eclipsed else 60)) < 1e-4
            expected_gap = 5 / 3 if eclipsed else np.sqrt(33) / 3
            assert abs(gap - expected_gap) < 1e-9
            found += "h" if eclipsed else "c"
            for stretch in (0.97, 1.0, 1.03):
                pairs = opposite_pairs(stack, i, stretch)
                assert pairs == (3 if eclipsed else 6)
        assert found == classes(stack)
        assert sign_changes(steps(stack)) == found.count("h")
        if n in values_by_period and true_period(stack) == n:
            values_by_period[n].add(Fraction(found.count("h"), n))

assert values_by_period[4] == {Fraction(1, 2)}
assert values_by_period[6] == {Fraction(1, 3), Fraction(2, 3)}

# The stated results and the two limiting polytypes
polytypes = {"2H": "AB", "3C": "ABC", "4H": "ABCB", "6H": "ABCACB"}
assert classes(polytypes["4H"]) == "hchc"
assert classes(polytypes["6H"]) == "hcchcc"
assert hexagonality(polytypes["4H"]) == Fraction(1, 2)
assert hexagonality(polytypes["6H"]) == Fraction(1, 3)
assert hexagonality(polytypes["2H"]) == 1
assert hexagonality(polytypes["3C"]) == 0

# Double-hexagonal lanthanum: same order up to start and letter names
lanthanum = "ABAC"
relabelled = {"".join(dict(zip("ABC", names))[x] for x in
                      polytypes["4H"][k:] + polytypes["4H"][:k])
              for names in ("ABC", "ACB", "BAC", "BCA", "CAB", "CBA")
              for k in range(4)}
assert lanthanum in relabelled
assert classes(lanthanum) == "chch"
assert hexagonality(lanthanum) == Fraction(1, 2)

for name, stack in polytypes.items():
    print(f"{name} {stack}: classes {classes(stack)}, steps {steps(stack)}, "
          f"h count {classes(stack).count('h')} of {len(stack)}, "
          f"hexagonality {hexagonality(stack)}")
for name in ("4H", "6H"):
    stack = polytypes[name]
    for i, letter in enumerate(stack):
        twist, gap = vertical_bond(stack, i)
        below, above = stack[i - 1], stack[(i + 1) % len(stack)]
        print(f"{name} bilayer {i + 1}: {below}({letter}){above} "
              f"{classes(stack)[i]}, twist {twist:.0f} deg, "
              f"closest cross Si-C {gap:.4f} b")
for i, letter in enumerate(lanthanum):
    print(f"La layer {i + 1} ({letter}): {classes(lanthanum)[i]}, "
          f"opposite neighbour pairs {opposite_pairs(lanthanum, i)}")
print(f"La {lanthanum}: hexagonality {hexagonality(lanthanum)}")
for n, values in values_by_period.items():
    print(f"true period {n}: possible hexagonalities "
          + ", ".join(str(v) for v in sorted(values)))
print(f"closed stacks compared with geometry: {stack_count}")
print(f"bilayers compared with geometry: {bilayer_count}")
print("tests ok")
```

Output:

```
2H AB: classes hh, steps +-, h count 2 of 2, hexagonality 1
3C ABC: classes ccc, steps +++, h count 0 of 3, hexagonality 0
4H ABCB: classes hchc, steps ++--, h count 2 of 4, hexagonality 1/2
6H ABCACB: classes hcchcc, steps +++---, h count 2 of 6, hexagonality 1/3
4H bilayer 1: B(A)B h, twist 0 deg, closest cross Si-C 1.6667 b
4H bilayer 2: A(B)C c, twist 60 deg, closest cross Si-C 1.9149 b
4H bilayer 3: B(C)B h, twist 0 deg, closest cross Si-C 1.6667 b
4H bilayer 4: C(B)A c, twist 60 deg, closest cross Si-C 1.9149 b
6H bilayer 1: B(A)B h, twist 0 deg, closest cross Si-C 1.6667 b
6H bilayer 2: A(B)C c, twist 60 deg, closest cross Si-C 1.9149 b
6H bilayer 3: B(C)A c, twist 60 deg, closest cross Si-C 1.9149 b
6H bilayer 4: C(A)C h, twist 0 deg, closest cross Si-C 1.6667 b
6H bilayer 5: A(C)B c, twist 60 deg, closest cross Si-C 1.9149 b
6H bilayer 6: C(B)A c, twist 60 deg, closest cross Si-C 1.9149 b
La layer 1 (A): c, opposite neighbour pairs 6
La layer 2 (B): h, opposite neighbour pairs 3
La layer 3 (A): c, opposite neighbour pairs 6
La layer 4 (C): h, opposite neighbour pairs 3
La ABAC: hexagonality 1/2
true period 4: possible hexagonalities 1/2
true period 6: possible hexagonalities 1/3, 2/3
closed stacks compared with geometry: 42
bilayers compared with geometry: 216
tests ok
```
